**Vacancy fraction of a disordered alloy from removal energies**

The program tests \(x_V=x_\alpha\langle e^{-\beta\varepsilon_\alpha}\rangle_\alpha\) for dilute vacancies. Here \(x_V\) is the vacancy fraction, \(x_\alpha\) the atomic fraction of species \(\alpha\), \(\beta=1/(k_BT)\), and \(\varepsilon_\alpha\) the energy of removing an \(\alpha\) atom plus its full chemical potential. For a random fcc alloy it enumerates all 4096 neighbour shells with total bond energies of a periodic cell. It asserts that the one-vacancy partition-function ratio, the removal of A, the removal of B and the closed formula agree. It also asserts the slope, curvature and apparent entropy of \(\ln x_V\), the B enrichment beside a vacancy, and the sampling error at 1000 K. For an ordering chain it compares the removal averages with a direct three-state transfer-matrix solution and asserts the two-sided energy bounds. The output shows that the mean formation energy underestimates \(x_V\) in the fcc model by a factor of 3.0 at 1000 K and 18 at 600 K. In the chain, random environments give 0.61 and 5.6 times the direct value for removal of A and B, and the undivided all-atom average is twice too large.

## Check in Python

```python
"""Equilibrium vacancy fraction x_V of a disordered binary alloy.

Result under test, for each species a = A, B and dilute vacancies:
    x_V = x_a < exp(-eps_a/kT) >_a ,  eps_a = E(vacancy) - E(atom a) + mu_a
< >_a : average over a-sites of the vacancy-free equilibrium alloy
mu_a  : full chemical potential at zero pressure; x_a : atomic fraction
Model 1: random fcc alloy with nearest-neighbour bonds, for which
    x_V = [x_A exp(-E_A/12kT) + x_B exp(-E_B/12kT)]^12
    (E_A, E_B: vacancy formation energies of the pure crystals).
Model 2: ordering chain, solved directly with a three-state transfer matrix.
Energies in eV, temperatures in K. Species index: 0 = A, 1 = B, 2 = vacancy.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, root
from scipy.special import gammaln

KB = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)

# ---------------- Model 1: random fcc alloy ----------------
e_AA, e_BB, v_A, v_B = -0.70, -0.50, -0.20, -0.175
e_AB = 0.5 * (e_AA + e_BB)
fcc_bond = np.array([[e_AA, e_AB, v_A], [e_AB, e_BB, v_B], [v_A, v_B, 0.0]])
x_B = 0.5
x_A = 1.0 - x_B
E_A = 12 * v_A - 6 * e_AA
E_B = 12 * v_B - 6 * e_BB

# periodic cell of 2x2x2 cubic cells; coordinates in half lattice parameters
sites = [p for p in itertools.product(range(4), repeat=3) if sum(p) % 2 == 0]
bonds = []
for i, j in itertools.combinations(range(len(sites)), 2):
    d = sorted(min((a - b) % 4, (b - a) % 4) for a, b in zip(sites[i], sites[j]))
    if d == [0, 1, 1]:
        bonds.append((i, j))
shell = [j for i, j in bonds if i == 0]
assert len(sites) == 32 and len(bonds) == 192 and len(shell) == 12


def total_energy(occ):
    energy = np.zeros(len(occ))
    for i, j in bonds:
        energy += fcc_bond[occ[:, i], occ[:, j]]
    return energy


def perfect_energy(occ):
    """Energy of a vacancy-free crystal holding the same atoms."""
    return 6 * e_AA * (occ == 0).sum(axis=1) + 6 * e_BB * (occ == 1).sum(axis=1)


# every occupation of the 12 neighbours of site 0; more distant atoms random
environments = np.array(list(itertools.product((0, 1), repeat=12)))
occ = rng.integers(0, 2, size=(len(environments), len(sites)))
occ[:, shell] = environments
n_B = environments.sum(axis=1)
prob = x_B**n_B * x_A**(12 - n_B)
occ_site = []
for species in (0, 1, 2):
    trial = occ.copy()
    trial[:, 0] = species
    occ_site.append(trial)
energy_site = [total_energy(o) for o in occ_site]
# without vacancies the energy depends on composition only: the alloy is random
for species in (0, 1):
    assert np.allclose(energy_site[species], perfect_energy(occ_site[species]),
                       atol=1e-10)
eps = energy_site[2] - perfect_energy(occ_site[2])
assert np.allclose(eps, ((12 - n_B) * E_A + n_B * E_B) / 12, atol=1e-10)
mean_eps = prob @ eps
sigma = np.sqrt(prob @ (eps - mean_eps)**2)


def ln_xv(beta):
    """Logarithm of Z1/Z0 by explicit sum over environments."""
    return np.log(prob @ np.exp(-beta * eps))


def log_z0(n_a, n_b, beta):
    """Vacancy-free canonical partition function of the random alloy."""
    mixing = gammaln(n_a + n_b + 1) - gammaln(n_a + 1) - gammaln(n_b + 1)
    return mixing - beta * 6 * (e_AA * n_a + e_BB * n_b)


print(f"fcc bonds AA, AB, BB: {e_AA:.3f}, {e_AB:.3f}, {e_BB:.3f} eV")
print(f"fcc atom-vacancy bonds A, B: {v_A:.3f}, {v_B:.3f} eV")
print(f"fcc pure-crystal formation energies A, B: {E_A:.3f}, {E_B:.3f} eV")
print(f"fcc x_B = {x_B:.2f}; mean eps = {mean_eps:.4f} eV, sigma = {sigma:.4f} eV")

for T in (200.0, 600.0, 1000.0, 1400.0):
    kT = KB * T
    beta = 1 / kT
    xv = np.exp(ln_xv(beta))
    a, b = np.exp(-beta * E_A / 12), np.exp(-beta * E_B / 12)
    assert np.isclose(xv / (x_A * a + x_B * b)**12, 1, rtol=1e-9)
    # removal of A or of B, chemical potentials from differences of log Z0
    n_a, n_b = x_A * 1e6, x_B * 1e6
    base = log_z0(n_a, n_b, beta)
    mu = [-kT * (log_z0(n_a + 1, n_b, beta) - base),
          -kT * (log_z0(n_a, n_b + 1, beta) - base)]
    removal_sum = 0.0
    for species, fraction in ((0, x_A), (1, x_B)):
        work = energy_site[2] - energy_site[species] + mu[species]
        estimate = fraction * (prob @ np.exp(-beta * work))
        assert np.isclose(estimate / xv, 1, rtol=1e-4)
        removal_sum += estimate
    assert np.isclose(removal_sum / xv, 2, rtol=1e-4)
    g = -kT * np.log(xv)
    g2 = mean_eps - sigma**2 / (2 * kT)
    prob_v = prob * np.exp(-beta * eps) / xv
    H = prob_v @ eps
    var_v = prob_v @ (eps - H)**2
    step = 1e-3 * beta
    slope = (ln_xv(beta + step) - ln_xv(beta - step)) / (2 * step)
    step2 = 1e-2 * beta
    curve = (ln_xv(beta + step2) - 2 * ln_xv(beta) + ln_xv(beta - step2)) / step2**2
    assert np.isclose(-slope, H, rtol=1e-4)
    assert np.isclose(curve, var_v, rtol=1e-2)
    entropy = ln_xv(beta) + beta * H
    assert np.isclose(entropy, -(prob_v @ np.log(prob_v / prob)), atol=1e-8)
    near_B = prob_v @ n_B / 12
    assert np.isclose(near_B, x_B * b / (x_A * a + x_B * b), rtol=1e-9)
    assert H < g < mean_eps and g > eps.min()
    if T == 200.0:
        assert g2 < eps.min()
    xv_mean = np.exp(-beta * mean_eps)
    print(f"fcc {T:.0f} K: x_V = {xv:.4e}, from mean energy = {xv_mean:.4e}")
    print(f"  ratio of the two = {xv / xv_mean:.4g}; kT = {kT:.5f} eV")
    print(f"  g = {g:.4f} eV, second-order g = {g2:.4f} eV")
    print(f"  H = {H:.4f} eV, entropy/k_B = {entropy:.4f}")
    print(f"  B fraction next to a vacancy = {near_B:.4f}")
    if T in (600.0, 1000.0):
        rich = n_B >= 8
        w = np.exp(-beta * eps)
        rel_var = (prob @ w**2) / xv**2 - 1
        needed = int(np.ceil(rel_var / 0.1**2))
        print(f"  8 or more B neighbours: {prob[rich].sum():.4f} of sites,"
              f" {prob_v[rich].sum():.4f} of vacancies")
        print(f"  independent sites for 10 % standard error = {needed}")
    if T == 1000.0:
        print(f"  g = {g / HARTREE:.6f} hartree")
        k = rng.binomial(12, x_B, size=(4000, needed))
        w_of_k = np.exp(-beta * ((12 - np.arange(13)) * E_A
                                 + np.arange(13) * E_B) / 12)
        sample_means = w_of_k[k].mean(axis=1)
        # 4000 repeats fix the spread itself to a few per cent
        assert np.isclose(sample_means.std() / xv, 0.1, rtol=0.1)

# ---------------- Model 2: ordering chain ----------------
T_chain = 600.0
kT = KB * T_chain
c_A = 0.6
c = np.array([c_A, 1 - c_A])
chain_bond = np.array([[-1.00, -0.95, -0.10],
                       [-0.95, -0.80, -0.15],
                       [-0.10, -0.15, 0.00]])


def solve_chain(mu_A, mu_B, n_states):
    """Transfer matrix, largest eigenvalue and its eigenvector."""
    mu = np.array([mu_A, mu_B, 0.0])
    matrix = np.exp(-(chain_bond - 0.5 * (mu[:, None] + mu[None, :])) / kT)
    matrix[2, 2] = 0.0          # adjacent vacancies excluded
    matrix = matrix[:n_states, :n_states]
    values, vectors = np.linalg.eigh(matrix)
    return matrix, values[-1], np.abs(vectors[:, -1])


# vacancy-free chain: given composition, zero grand potential per site
delta = brentq(lambda d: solve_chain(d / 2, -d / 2, 2)[2][0]**2 - c_A,
               -1, 1, xtol=1e-14)
shift = -kT * np.log(solve_chain(delta / 2, -delta / 2, 2)[1])
mu0 = np.array([delta / 2 + shift, -delta / 2 + shift])
M2, lam2, vec2 = solve_chain(mu0[0], mu0[1], 2)
neighbour = M2 * vec2[None, :] / (lam2 * vec2[:, None])
assert np.allclose(neighbour.sum(axis=1), 1)


# direct vacancy fraction: three states, same composition, zero pressure
def conditions(y):
    _, lam, vec = solve_chain(y[0] * kT, y[1] * kT, 3)
    p = vec**2
    return [np.log(lam), p[0] / (p[0] + p[1]) - c_A]


solution = root(conditions, mu0 / kT, tol=1e-13)
assert np.max(np.abs(conditions(solution.x))) < 1e-8
M3, lam3, vec3 = solve_chain(solution.x[0] * kT, solution.x[1] * kT, 3)
xv_direct = vec3[2]**2
near_vacancy = M3[2, :2] * vec3[:2] / (lam3 * vec3[2])

print(f"chain {T_chain:.0f} K, x_A = {c_A:.2f}; bonds AA, AB, BB: "
      f"{chain_bond[0, 0]:.2f}, {chain_bond[0, 1]:.2f}, {chain_bond[1, 1]:.2f} eV")
print(f"chain atom-vacancy bonds A, B: {chain_bond[0, 2]:.2f},"
      f" {chain_bond[1, 2]:.2f} eV")
print(f"chain mu_A, mu_B = {mu0[0]:.5f}, {mu0[1]:.5f} eV")
print(f"chain B neighbour probability of A, of B: "
      f"{neighbour[0, 1]:.4f}, {neighbour[1, 1]:.4f}")
print(f"chain direct x_V = {xv_direct:.5e}")

all_atoms = 0.0
random_ratio = []
for s, name in enumerate("AB"):
    half = chain_bond[2, :2] - chain_bond[s, :2]
    work = half[:, None] + half[None, :] + mu0[s]
    pair = np.outer(neighbour[s], neighbour[s])
    removal = c[s] * np.sum(pair * np.exp(-work / kT))
    # corrections are of relative order x_V
    assert np.isclose(removal / xv_direct, 1, rtol=1e-3)
    all_atoms += removal
    upper = np.sum(pair * work)
    lower = np.sum(np.outer(near_vacancy, near_vacancy) * work)
    middle = kT * np.log(c[s] / xv_direct)
    assert lower < middle < upper
    mean_only = c[s] * np.exp(-upper / kT)
    random_env = c[s] * np.sum(np.outer(c, c) * np.exp(-work / kT))
    random_ratio.append(random_env / xv_direct)
    print(f"chain removing {name}: x_V = {removal:.5e},"
          f" from mean energy = {mean_only:.5e}")
    print(f"  bounds: {lower:.4f} < {middle:.4f} < {upper:.4f} eV")
    print(f"  random environments / direct = {random_ratio[-1]:.4f}")
assert np.isclose(all_atoms / xv_direct, 2, rtol=1e-3)
assert all(abs(r - 1) > 0.1 for r in random_ratio)
assert abs(random_ratio[0] / random_ratio[1] - 1) > 0.1
print(f"chain all-atom average / direct = {all_atoms / xv_direct:.5f}")

print("tests ok")
```

It prints:

```
fcc bonds AA, AB, BB: -0.700, -0.600, -0.500 eV
fcc atom-vacancy bonds A, B: -0.200, -0.175 eV
fcc pure-crystal formation energies A, B: 1.800, 0.900 eV
fcc x_B = 0.50; mean eps = 1.3500 eV, sigma = 0.1299 eV
fcc 200 K: x_V = 5.9616e-27, from mean energy = 9.5829e-35
  ratio of the two = 6.221e+07; kT = 0.01723 eV
  g = 1.0407 eV, second-order g = 0.8604 eV
  H = 0.9114 eV, entropy/k_B = -7.4998
  B fraction next to a vacancy = 0.9873
fcc 600 K: x_V = 8.4257e-11, from mean energy = 4.5761e-12
  ratio of the two = 18.41; kT = 0.05170 eV
  g = 1.1994 eV, second-order g = 1.1868 eV
  H = 1.0709 eV, entropy/k_B = -2.4846
  B fraction next to a vacancy = 0.8101
  8 or more B neighbours: 0.1938 of sites, 0.9401 of vacancies
  independent sites for 10 % standard error = 4866
fcc 1000 K: x_V = 4.7307e-07, from mean energy = 1.5714e-07
  ratio of the two = 3.01; kT = 0.08617 eV
  g = 1.2550 eV, second-order g = 1.2521 eV
  H = 1.1657 eV, entropy/k_B = -1.0370
  B fraction next to a vacancy = 0.7048
  8 or more B neighbours: 0.1938 of sites, 0.7363 of vacancies
  independent sites for 10 % standard error = 544
  g = 0.046121 hartree
fcc 1400 K: x_V = 2.4436e-05, from mean energy = 1.3811e-05
  ratio of the two = 1.769; kT = 0.12064 eV
  g = 1.2812 eV, second-order g = 1.2801 eV
  H = 1.2145 eV, entropy/k_B = -0.5529
  B fraction next to a vacancy = 0.6506
chain 600 K, x_A = 0.60; bonds AA, AB, BB: -1.00, -0.95, -0.80 eV
chain atom-vacancy bonds A, B: -0.10, -0.15 eV
chain mu_A, mu_B = -1.04271, -0.89586 eV
chain B neighbour probability of A, of B: 0.5623, 0.1566
chain direct x_V = 4.89399e-06
chain removing A: x_V = 4.89413e-06, from mean energy = 2.30038e-06
  bounds: 0.5775 < 0.6058 < 0.6448 eV
  random environments / direct = 0.6055
chain removing B: x_V = 4.89413e-06, from mean energy = 2.36459e-07
  bounds: 0.4446 < 0.5848 < 0.7415 eV
  random environments / direct = 5.6067
chain all-atom average / direct = 2.00005
tests ok
```
